# Perdew-Zunger correction of the uniform gas: Bloch versus localized orbitals

## The argument under review

The argument concerns the Perdew-Zunger (PZ) self-interaction correction to the local spin-density approximation (LSDA). It runs as follows.

(i) In an extended system each occupied orbital is spread over the whole volume $V$, so its density is of order $1/V$.

(ii) The self-interaction energy of so dilute a density tends to zero as $V$ grows.

(iii) The correction is therefore harmless for extended systems. In particular, it preserves the energy of the uniform electron gas, which LSDA reproduces by construction.

Steps (i) and (ii) can be made precise, with one qualification. Step (iii) depends on a premise that is not stated: that the orbitals in the correction are the Bloch orbitals. The comments below examine what this premise does.

## 1. What is being corrected, and what a rotation changes

I use Hartree atomic units. The corrected energy is

$$E_{PZ}=E_{LSDA}-\sum_i\left(U[n_i]+E_{xc}[n_i,0]\right),$$

$$U[n]=\frac12\int\!\!\int\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Here $n_i=|\phi_i|^2$ is the density of one occupied spin orbital, and $E_{xc}[n_i,0]$ is the LSDA energy of that density when fully spin-polarized. For a single electron the exact functional gives $U+E_{xc}=0$, which is why each term is subtracted.

Let the occupied orbitals of one spin be replaced by $\phi'_i=\sum_j A_{ij}\phi_j$ with $A$ unitary. Then

$$\sum_i|\phi'_i|^2=\sum_{jk}\Big(\sum_i A_{ij}A^*_{ik}\Big)\phi_j\phi_k^*=\sum_j|\phi_j|^2,$$

because the bracket is $\delta_{jk}$. The same cancellation leaves the kinetic energy unchanged, and the Slater determinant is only multiplied by $\det A$, a phase. So $E_{LSDA}$ is unchanged as well. The PZ sum has no such protection, since it is nonlinear in each separate $n_i$. "The PZ energy of the uniform gas" is therefore undefined until the orbitals are named or a rule for choosing them is given.

For the gas there is a clear standard of correctness. The LSDA exchange-correlation energy per electron is the parametrized energy of the gas itself, so the right correction is zero.

## 2. Bloch orbitals: the argument made precise

In a cube of side $L$, $V=L^3$, the Bloch orbitals of the gas are plane waves, each with $n_i=1/L^3$.

**Hartree part.** Put $\mathbf r=L\mathbf s$. The two volume elements give $L^6$, the two densities $L^{-6}$ and the Coulomb factor $L^{-1}$. Hence $U=c/L$, where $c$ is half the mean inverse distance of two random points in a unit cube. Numerically $c=0.9412$. If one uses a periodic cell with a neutralizing background instead, the uniform self-charge is cancelled and $c=0$. The power of $L$ in the remaining terms is the same.

**Exchange part.** For an unpolarized density, LSDA exchange is $E_x[n]=-\frac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Exchange acts within each spin separately, so $E_x[n,0]=\frac12E_x[2n]$. This gives a factor $\frac12\,2^{4/3}=2^{1/3}$:

$$E_x[n,0]=-C\int n^{4/3}d^3r,\qquad C=\frac34\left(\frac6\pi\right)^{1/3}=0.9305.$$

For $n=L^{-3}$ the integral is $L^3L^{-4}=1/L$, so $E_x=-C/L$.

**Correlation part.** I use the PW92 parametrization. For full polarization its energy per electron is

$$\varepsilon_c=-2A(1+\alpha r)\ln\!\left[1+\frac{1}{2A(\beta_1r^{1/2}+\beta_2r+\beta_3r^{3/2}+\beta_4r^2)}\right],$$

with positive constants and $r=(3/4\pi n)^{1/3}$. For one electron in the box, $r=(3/4\pi)^{1/3}L$. At large $r$ the logarithm is approximately the small fraction inside it, so

$$\varepsilon_c\simeq-\frac{\alpha}{\beta_4\,r}\left(1-\frac{\beta_3}{\beta_4}r^{-1/2}+\dots\right).$$

This too becomes a $1/L$ law, but slowly, and its magnitude times $L$ approaches the limit from below. The two-term form needs $r\gg(\beta_3/\beta_4)^2\approx29$; the table below uses the full expression.

Together, the correction per electron is

$$\delta_{Bloch}=-\frac{c-C}{L}-\varepsilon_c\big(n=L^{-3}\big)\;\sim\;\frac{\text{const}}{L}.$$

Step (ii) is thus right per electron. The qualification is that at fixed density $L\propto N^{1/3}$, so the total correction $N\delta_{Bloch}$ grows as $N^{2/3}$ in the limit of large $N$, and somewhat faster before that limit because of the slow correlation term: the totals in the table below rise by factors of 33, 27 and 24 for each hundredfold increase of $N$, against $100^{2/3}=21.5$. Its ratio to the total energy, which grows as $N$, tends to zero, but the correction itself does not vanish. At the density of the table the ratio becomes small only for very large $N$, because the total energy there is only about 0.0024 hartree per electron (section 6).

For a gas with Wigner-Seitz radius $r_s=2$ bohr, using $c=0.9412$ (here $c$ and $C$ nearly cancel; with $c=0$ each per-electron entry would be larger by $0.9412/L$):

| $N$ | $L$ (bohr) | per electron (hartree) | total (hartree) |
|---|---|---|---|
| $10^3$ | 32.2 | 0.00645 | 6.4 |
| $10^5$ | 149.6 | 0.00213 | 213 |
| $10^7$ | 694.6 | 0.00059 | 5850 |
| $10^9$ | 3224 | 0.00014 | $1.43\times10^5$ |

The product $L\,\delta_{Bloch}$ rises from 0.21 in the first row to 0.46 in the last, as the slow correlation term requires.

The scaling survives in a crystal. A Bloch orbital normalized over $N_c$ cells has density $f(\mathbf r)/N_c$ with $f$ periodic. Its exchange integral is $N_c\int_{cell}(f/N_c)^{4/3}d^3r\propto N_c^{-1/3}$. The mean charge gives a Hartree term of order $1/L$, and the modulation within the cells gives only $N_c\times N_c^{-2}=1/N_c$.

## 3. The same Fermi sea in localized orbitals

Does the premise matter? To find out, one needs localized orbitals that span the occupied plane waves of the true Fermi sphere.

Take a cubic block of $M^3$ neighbouring allowed wavevectors, spaced by $2\pi/L$. Its side is $\Delta=2\pi M/L$. Define

$$w_{\mathbf R}(\mathbf r)=\frac{1}{M^{3/2}L^{3/2}}\sum_{\mathbf k\in block}e^{i\mathbf k\cdot(\mathbf r-\mathbf R)},\qquad \mathbf R=\frac LM(n_1,n_2,n_3),$$

with $n_j=0,\dots,M-1$. Plane waves are orthonormal, so

$$\langle w_{\mathbf R}|w_{\mathbf R'}\rangle=\frac1{M^3}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}.$$

Apart from a phase set by the block's position, this is a product of three sums $\frac1M\sum_{m=0}^{M-1}e^{2\pi im(n-n')/M}$. Each sum is 1 for $n=n'$ and 0 otherwise. There are $M^3$ packets for $M^3$ waves, so the transformation is unitary.

For the density of the packet at $\mathbf R=0$, each direction contributes a geometric sum:

$$p(x)=\frac1{ML}\left|\sum_{m=0}^{M-1}e^{2\pi imx/L}\right|^2=\frac1{ML}\,\frac{\sin^2(\pi Mx/L)}{\sin^2(\pi x/L)}.$$

Now let $L\to\infty$ with $\Delta$ fixed. The numerator is $\sin^2(\Delta x/2)$ and the denominator tends to $(\pi x/L)^2$. With $L/M=2\pi/\Delta$,

$$p(x)\to\frac{L}{M}\frac{\sin^2(\Delta x/2)}{\pi^2x^2}=\frac{\Delta}{2\pi}\left[\frac{\sin(\Delta x/2)}{\Delta x/2}\right]^2.$$

The orbital density $n_\Delta(\mathbf r)=p(x)p(y)p(z)$ has a width of order $2\pi/\Delta$ and no longer contains $L$. Step (i) fails for these orbitals, although the determinant is the same. The block's position in $k$-space enters only through a phase of the orbital, so equal blocks give equal densities.

## 4. Self-energy of one packet

**Hartree part.** The Fourier component of $p$ at $q=2\pi j/L$ counts pairs of waves in the block whose indices differ by $j$. There are $M-|j|$ of them, each with weight $1/M$, so

$$\tilde p(q)=1-\frac{|j|}M=1-\frac{|q|}\Delta,\qquad |q|<\Delta,$$

and zero beyond. The Coulomb interaction has the transform $4\pi/q^2$. Therefore

$$U=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\tilde n(\mathbf q)|^2=\frac1{4\pi^2}\int\frac{d^3q}{q^2}\prod_{j=1}^3\left(1-\frac{|q_j|}\Delta\right)^2 .$$

Substituting $\mathbf q=\Delta\mathbf Q$ gives a factor $\Delta^3/\Delta^2$, so

$$U=u\Delta,\qquad u=\frac1{4\pi^2}\int_{|Q_j|<1}\frac{d^3Q}{Q^2}\prod_j(1-|Q_j|)^2=0.08615 .$$

**Exchange part.** Write $n_\Delta(\mathbf r)=\Delta^3n_1(\Delta\mathbf r)$, where $n_1$ is the packet with $\Delta=1$. Then $\int n_\Delta^{4/3}d^3r=\Delta^4\Delta^{-3}\int n_1^{4/3}d^3r$. The last integral factorizes into the cube of a line integral $J=\int p_1^{4/3}dx=0.44482$, with $p_1$ the one-dimensional factor at $\Delta=1$. So

$$E_x[n_\Delta,0]=-x\Delta,\qquad x=CJ^3=0.93053\times0.08801=0.08190 .$$

The exchange-only correction of this packet is $-(u-x)\Delta=-0.00425\,\Delta$. LSDA exchange cancels about 95% of the self-Hartree energy, and what remains is small but independent of $L$. It depends on the shape of the orbital, so neither its size nor its sign should be carried over to other localized orbitals.

**Correlation part.** One electron has no correlation energy, but LSDA assigns it a negative one. Subtracting $E_c[n_\Delta,0]$ raises the energy. For $\Delta=1$ bohr$^{-1}$, $E_c=-0.0120$ hartree. Unlike the other two parts, it is not linear in $\Delta$ and has to be computed for each size.

## 5. Filling the Fermi sphere

A sphere is not a cube, but it can be filled with cubes. The largest inscribed cube, of side $a$, has half-diagonal $\sqrt3\,a/2=k_F$, so $a=2k_F/\sqrt3$. It contains the fraction

$$\frac{a^3}{4\pi k_F^3/3}=\frac{8}{3\sqrt3}\cdot\frac{3}{4\pi}=\frac{2}{\sqrt3\,\pi}=0.3676$$

of the occupied states. The remaining region is filled with cells of side $a/2,\ a/4,\ a/8,\dots$, where a cell is accepted if it lies wholly inside the sphere and is not yet covered. No cell of side $a/2$ fits: the nearest candidate has a corner at $(2,1,1)\,a/2$, whose squared length is $6a^2/4=2k_F^2$. Cells of side $a/4$ do fit, and so on.

With nine sizes, down to $a/512$, 99.5% of the sphere is covered. The states in the thin shell left over remain plane waves, whose correction vanishes as $L\to\infty$. Blocks contain different wavevectors, so packets from different blocks are orthogonal. The result is a complete orthonormal set for the actual ground-state determinant of the non-interacting gas. The packets are complex in general, which the definition of $E_{PZ}$ in section 1 allows.

If a fraction $w_j$ of the electrons belongs to cubes of side $\Delta_j$, the correction per electron in the infinite gas is

$$\delta_{loc}=-(u-x)\sum_jw_j\Delta_j-\sum_jw_jE_c[n_{\Delta_j},0].$$

Both spins have the same sphere, so the average over one spin is the average over all electrons. The tiling gives $\sum_jw_j\Delta_j=0.5059\,k_F$, of which the central cube supplies $0.3676\times1.1547=0.4244$.

The exchange shift is then $-0.00425\times0.5059\,k_F=-0.00215\,k_F$. To compare it with the exchange energy of the gas, insert $n=k_F^3/3\pi^2$ in the LSDA expression:

$$e_x=-\frac34\left(\frac3\pi\right)^{1/3}\frac{k_F}{(3\pi^2)^{1/3}}=-\frac{3k_F}{4\pi}=-0.2387\,k_F .$$

For this orbital set the exchange energy is too negative by 0.90%, at every density.

A direct count of the self-exchange part supports the claim of a finite limit. For finite Fermi spheres with $k_F=1$ bohr$^{-1}$ and explicit plane-wave blocks, the LSDA self-exchange per electron in the localized set is $-0.0455$, $-0.0432$ and $-0.0422$ hartree as $L$ doubles twice, from 87 to 348 bohr. The infinite-volume formula gives $-x\sum_jw_j\Delta_j=-0.0414$. In the Bloch set the same quantity halves at each doubling, from $-0.0107$ to $-0.0027$. The count covers the self-exchange only. The self-Hartree part has $1/L$ terms of its own: in a periodic cell with a neutralizing background it is lowered by about $1.42/L$, which at $L=348$ bohr is still larger than the shift $0.00215\,k_F$, so the infinite-volume value of the correction is approached only in much larger boxes.

## 6. Size of the error at $r_s=2$ bohr

Here $k_F=(9\pi/4)^{1/3}/r_s=0.9596$ bohr$^{-1}$. The exchange shift is

$$-0.004253\times0.50589\times0.9596=-0.00206\ \text{hartree}.$$

The correlation sum over the cube sizes, evaluated numerically, is $+0.00648$ hartree. Hence

$$\delta_{loc}=-0.00206+0.00648=+0.0044\ \text{hartree}=0.12\ \text{eV per electron}.$$

This is 1.6% of the magnitude of the LSDA exchange-correlation energy, $-0.2738$ hartree per electron. On the scale of the total energy it is larger. The kinetic energy per electron is $\frac{3}{10}k_F^2=0.2762$ hartree, so the LSDA total is about $0.0024$ hartree, and the shift exceeds it. That comparison reflects a near-cancellation of kinetic and exchange-correlation energy at this density and should not be extended to others.

The table in section 2 can now be read against this constant, bearing in mind that the ratios below refer to the convention $c=0.9412$ and that the Bloch values are larger with $c=0$. At $N=10^3$ the Bloch correction, 0.0064 hartree, is larger than the infinite-volume localized shift. At $N=10^5$ it is about half of it, and at $N=10^9$ about one thirtieth. These ratios compare a finite-box Bloch value with the infinite-volume localized value. They show how slowly the Bloch correction decays, not how far apart the two sets lie in the same finite box, where the localized value has finite-size terms of its own.

## 7. The relevant length is that of the orbital

Both sets describe the same infinite system, so the extent of the system cannot be what makes the correction vanish. To isolate the cause, divide every cube into $k^3$ equal cubes. All packets become $k$ times wider, while the determinant and the volume stay as they were. The exchange shift is divided by $k$. The correlation shift also tends to zero, because the packet densities fall as $k^{-3}$ and $\varepsilon_c\to0$ at low density. At $r_s=2$ bohr the total shift is:

| $k$ | $\delta_{loc}$ (hartree) |
|---|---|
| 1 | 0.0044 |
| 4 | 0.0021 |
| 16 | 0.0008 |
| 64 | 0.0002 |

In a finite box the subdivision ends when each block holds a single wavevector, and that is the Bloch set. Step (ii) is thus a statement about spread-out orbitals, and an extended system does not oblige its orbitals to be spread out.

The same holds for the filled bands of an insulator. If they are represented by localized Wannier functions, the orbital densities do not dilute as the crystal grows, and the correction per cell generally stays finite. Whether it improves the energy there is a separate question, because LSDA is not a correct reference for an inhomogeneous system.

## 8. Can minimization rescue the argument?

One possible reply is that the orbitals should be chosen to minimize $E_{PZ}$, and that the minimum might be the Bloch set. The localized set gives an upper bound on that minimum, so the sign of $\delta_{loc}$ decides what can be concluded.

| $r_s$ (bohr) | exchange (hartree) | correlation (hartree) | sum (hartree) |
|---|---|---|---|
| 0.02 | $-0.2064$ | $+0.0447$ | $-0.1618$ |
| 1 | $-0.0041$ | $+0.0096$ | $+0.0054$ |
| 2 | $-0.0021$ | $+0.0065$ | $+0.0044$ |
| 4 | $-0.0010$ | $+0.0042$ | $+0.0032$ |

The exchange part grows in proportion to $k_F$. The correlation part grows only logarithmically at high density, because for small $r$ the term $\beta_1r^{1/2}$ dominates the denominator and the PW92 logarithm behaves as $\frac12\ln(1/r)$. The sum must therefore become negative when the gas is dense enough. For this set a change of sign is found at $r_s=0.20$ bohr, a density a thousand times that at $r_s=2$ bohr and far above the valence density of any metal. The row $r_s=0.02$ bohr only illustrates the trend of the non-relativistic model, since $k_F$ there is 0.7 of the speed of light in atomic units.

Where the sum is negative, the Bloch set is not the minimum once the system is large enough for the $1/L$ terms of both sets to be smaller than $|\delta_{loc}|$. The minimized PZ energy then lies below the correct gas energy by at least $|\delta_{loc}|$ per electron, and minimization cannot remove the error. In an exchange-only calculation this holds at every density, with an error of at least 0.90% of the exchange energy.

Where the sum is positive, as at $r_s=2$ bohr, the Bloch set lies below this particular localized set in a large system. That does not show that it is the minimum, since other localized sets have not been examined. The shift of 0.12 eV in section 6 is accordingly the error made with the stated orbitals, not the error of a minimized PZ calculation.

## Recommendation

Step (iii) should be replaced by a conditional statement. With Bloch orbitals, the PZ correction per electron of the uniform gas vanishes as $1/L$, while the total grows, as $N^{2/3}$ in the limit of large $N$. With localized orbitals of volume-independent shape, the correction per electron tends to a constant, which is generally nonzero and depends on the orbitals. The numerical check checks the constants $c$, $u$, $x$ and the packet correlation energy by independent calculations, the unitarity of the localized set, the finite limit of its self-exchange, and the decay of the Bloch correction for the gas; the crystal and Wannier statements and the PW92 asymptotic forms rest on the arguments given above.

## Computed values

```
C of polarized LSDA exchange (hartree bohr): 0.93053
uniform cube, U*L (hartree bohr): 0.94116
  same from random pairs: 0.9414
packet u = U/D (hartree bohr): 0.086150
  same from finite boxes, extrapolated: 0.086148
packet line integral of p^(4/3), D=1: 0.444816
packet x = -E_x/D (hartree bohr): 0.081897
  same from a box with 2000 waves per axis: 0.081898
u - x (hartree bohr): 0.004253
packet E_c at D=1/bohr (hartree): -0.012034
  same on a finite-box grid: -0.012208
tiling: cube side / kF, fraction of Fermi sphere
  1.15470  0.36755
  0.28868  0.13783
  0.14434  0.18952
  0.07217  0.14645
  0.03608  0.07726
fraction covered by all 9 sizes: 0.99492
sum of fraction*side / kF: 0.50589
small sphere test, number of orbitals: 160
  largest n_i / mean n_i found: 53.2
LSDA self-exchange per electron (hartree), kF=1/bohr, one spin:
  N, L (bohr), localized, Bloch
  11152  87.1  -0.04546  -0.01069
  89168  174.1  -0.04320  -0.00534
  713176  348.2  -0.04224  -0.00267
  infinite-box localized value: -0.04143
Bloch PZ correction, rs=2 bohr:
  N, L (bohr), per electron (hartree), total (hartree), localized/Bloch
  1e+03  32.2  0.006445  6.445  0.68
  1e+05  149.6  0.002129  212.9  2.07
  1e+07  694.6  0.000585  5850  7.54
  1e+09  3224.0  0.000143  1.431e+05  30.83
localized PZ shift per electron (hartree):
  rs (bohr), kF (1/bohr), exchange, correlation, sum, LSDA e_xc
  0.02  95.9579  -0.206445  0.044685  -0.161759  -23.07727
  1  1.9192  -0.004129  0.009569  0.005440  -0.51794
  2  0.9596  -0.002064  0.006475  0.004411  -0.27384
  4  0.4798  -0.001032  0.004203  0.003171  -0.14641
exchange shift / LSDA exchange energy: 0.901 percent
rs=2 shift: 0.004411 hartree = 0.1200 eV per electron
  relative to |e_xc|: 1.61 percent
rs=2, all cube sides divided by k: k, shift (hartree)
  1  0.004411
  4  0.002102
  16  0.000779
  64  0.000246
localized shift changes sign at rs = 0.2039 bohr
```
